# A Hubbard U Belongs to Its Projector, Not to the Element: a program that tests the result

```python
"""
Result under test: the correction E_U = (U/2) n (1-n) depends on the projector
that defines n, so equal U with different projectors gives different physics.
An exact conversion U -> U' for all one-electron states needs
M' - 1/2 = lam (M - 1/2), with U' = U/lam^2.

Symbols: order of orbitals is (metal d, ligand p), Loewdin-orthogonalized.
h0 = [[delta, -t], [-t, 0]]; M = projector operator in this space;
n = Tr(rho M); rho = density matrix of one spin channel.
Lengths in angstrom, energies in eV, Slater exponents in 1/angstrom.
The zero of energy is the ligand level.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammainc

R_BOND, R_LONG = 2.1, 2.3
DELTA, HOP, U = 3.0, 1.3, 6.0
Z_D, Z_P, Z_DIFFUSE = 5.5, 3.8, 4.5
R_SPHERE = 1.1
HOP_POWER = 3.5
Y20 = np.sqrt(5 / (16 * np.pi))


def panel(a, b, count):
    x, w = leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def radial_d(r, zeta):
    return np.sqrt((2 * zeta)**7 / 720) * r**2 * np.exp(-zeta * r)


def ligand_p(z, dist_ligand, bond):
    """Ligand p orbital, positive lobe towards the metal at the origin."""
    return np.sqrt(Z_P**5 / np.pi) * (bond - z) * np.exp(-Z_P * dist_ligand)


def build(bond, cage=1.0):
    """Projector matrices from real-space integrals on a metal-centred grid.
    cage multiplies the metal-ligand amplitude (sqrt 3 for six ligands)."""
    parts = [panel(0, R_SPHERE, 60), panel(R_SPHERE, bond, 60),
             panel(bond, 9.0, 60)]
    r = np.concatenate([q[0] for q in parts])
    w = np.concatenate([q[1] for q in parts]) * r**2
    x, wx = leggauss(120)
    rr, xx = r[:, None], x[None, :]
    dist = np.sqrt(rr**2 + bond**2 - 2 * rr * bond * xx)
    wave = ligand_p(rr * xx, dist, bond)
    g = cage * 2 * np.pi * (wave * Y20 * (3 * xx**2 - 1)) @ wx
    f = np.array([radial_d(r, Z_D), g])
    s = np.sum(w * f[0] * f[1])
    smat = np.array([[1, s], [s, 1]])
    val, vec = np.linalg.eigh(smat)
    root = vec @ np.diag(np.sqrt(val)) @ vec.T
    inv = np.linalg.inv(root)
    b_atomic = np.array([1.0, s])
    b_diffuse = f @ (w * radial_d(r, Z_DIFFUSE))
    inside = r < R_SPHERE
    sphere = (f[:, inside] * w[inside]) @ f[:, inside].T
    mats = {"orthogonalized": np.diag([1.0, 0.0]),
            "atomic": np.outer(inv @ b_atomic, inv @ b_atomic),
            "diffuse": np.outer(inv @ b_diffuse, inv @ b_diffuse),
            "sphere": inv @ sphere @ inv}
    return dict(mats=mats, s=s, smat=smat, root=root, inv=inv, r=r, w=w, f=f,
                b={"atomic": b_atomic, "diffuse": b_diffuse}, sphere=sphere)


def hamiltonian(delta, hop):
    return np.array([[delta, -hop], [-hop, 0.0]])


def correction(n, u):
    return 0.5 * u * n * (1 - n)


def scf(h0, m, u):
    """Self-consistent one-electron channel: occupation, gap, energy, state."""
    c = np.linalg.eigh(h0)[1][:, 0]
    n = c @ m @ c
    for _ in range(2000):
        levels, vecs = np.linalg.eigh(h0 + u * (0.5 - n) * m)
        c = vecs[:, 0]
        new = c @ m @ c
        if abs(new - n) < 1e-13:
            break
        n += 0.6 * (new - n)
    else:
        raise RuntimeError("self-consistency not reached")
    return new, levels[1] - levels[0], c @ h0 @ c + correction(new, u), c


def overlap_spheroidal(zeta, bond):
    """<d(zeta)|ligand p> in prolate spheroidal coordinates."""
    xi, wxi = panel(1.0, 9.0, 120)
    eta, weta = leggauss(60)
    a, b = xi[:, None], eta[None, :]
    h = bond / 2
    ra, rb, z = h * (a + b), h * (a - b), h * (1 + a * b)
    norm = np.sqrt((2 * zeta)**7 / 720) * Y20
    d = norm * (3 * z**2 - ra**2) * np.exp(-zeta * ra)
    volume = 2 * np.pi * h**3 * (a**2 - b**2)
    return wxi @ (d * ligand_p(z, rb, bond) * volume) @ weta


near, far = build(R_BOND), build(R_LONG)
mats = near["mats"]
h_near = hamiltonian(DELTA, HOP)
hop_long = HOP * (R_BOND / R_LONG)**HOP_POWER
h_far = hamiltonian(DELTA, hop_long)
frozen = np.linalg.eigh(h_near)[1][:, 0]

# Integrals: two coordinate systems and closed radial formulas.
s_check = overlap_spheroidal(Z_D, R_BOND)
assert near["s"] > 0 and abs(near["s"] - s_check) < 1e-6
assert abs(near["b"]["diffuse"][1]
           - overlap_spheroidal(Z_DIFFUSE, R_BOND)) < 1e-6
dd = (2 * np.sqrt(Z_D * Z_DIFFUSE) / (Z_D + Z_DIFFUSE))**7
assert abs(near["b"]["diffuse"][0] - dd) < 1e-9
assert abs(near["sphere"][0, 0] - gammainc(7, 2 * Z_D * R_SPHERE)) < 1e-9

# Closed-form occupations against projection of the real-space wavefunction.
alpha = 0.5 * np.arctan2(2 * HOP, DELTA)
theta = 0.5 * np.arcsin(s_check)
raw = near["inv"] @ frozen
psi_radial = raw @ near["f"]
n_real_space = np.sum(near["w"] * near["f"][0] * psi_radial)**2
assert abs(n_real_space - np.sin(alpha + theta)**2) < 1e-6
assert abs(frozen[0]**2 - np.sin(alpha)**2) < 1e-12
assert abs(correction(n_real_space, U)
           - U / 8 * np.sin(2 * alpha + 2 * theta)**2) < 1e-5

# Potential against the numerical slope of the energy along a state rotation.
for m in mats.values():
    def e_angle(p, m=m):
        c = np.array([np.sin(p), np.cos(p)])
        return correction(c @ m @ c, U)
    p, step = 0.37, 1e-5
    c, dc = np.array([np.sin(p), np.cos(p)]), np.array([np.cos(p), -np.sin(p)])
    slope = (e_angle(p + step) - e_angle(p - step)) / (2 * step)
    assert abs(slope - 2 * dc @ (U * (0.5 - c @ m @ c) * m) @ c) < 1e-7

# Self-consistency against direct minimization of the total energy.
result = {name: scf(h_near, m, U) for name, m in mats.items()}
for name, m in mats.items():
    def total(p, m=m):
        c = np.array([np.sin(p), np.cos(p)])
        return c @ h_near @ c + correction(c @ m @ c, U)
    best = minimize_scalar(total, bounds=(-0.2, 0.7), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(best.fun - result[name][2]) < 1e-9

# A second code: nonorthogonal basis, same projector function, same U.
for name in ("atomic", "diffuse"):
    b = near["b"][name]
    h_raw = near["root"] @ h_near @ near["root"]
    n = 0.1
    for _ in range(200):
        lev, vec = eigh(h_raw + U * (0.5 - n) * np.outer(b, b), near["smat"])
        n = 0.5 * n + 0.5 * (b @ vec[:, 0])**2
    assert abs(n - result[name][0]) < 1e-9
    assert abs(lev[1] - lev[0] - result[name][1]) < 1e-8

# Conversion theorem: best U' and constant over all real one-electron states.
angles = np.linspace(0, np.pi, 181)
states = np.array([np.sin(angles), np.cos(angles)])


def curve(m, u):
    return correction(np.einsum("ik,ij,jk->k", states, m, states), u)


def conversion_error(m_new, m_ref):
    design = np.column_stack([curve(m_new, 1.0), np.ones(angles.size)])
    target = curve(m_ref, U)
    fit = np.linalg.lstsq(design, target, rcond=None)[0]
    return fit[0], np.max(np.abs(design @ fit - target))


one = np.eye(2)
m_at = mats["atomic"]
u_c, err_c = conversion_error(one - m_at, m_at)
assert err_c < 1e-10 and abs(u_c - U) < 1e-9
lam = 0.8
m_lam = 0.5 * one + lam * (m_at - 0.5 * one)
u_l, err_l = conversion_error(m_lam, m_at)
assert err_l < 1e-10 and abs(u_l - U / lam**2) < 1e-9
conv = scf(h_near, m_lam, U / lam**2)
assert abs(conv[1] - result["atomic"][1]) < 1e-9
assert abs(conv[2] - result["atomic"][2] - (U / lam**2 - U) / 8) < 1e-9
assert conversion_error(0.9 * m_at, m_at)[1] > 1e-3
misfit = {}
for name in ("atomic", "diffuse", "sphere"):
    misfit[name] = conversion_error(mats[name], mats["orthogonalized"])[1]
    assert misfit[name] > 1e-3

# Cause of the energy shift: the off-diagonal element of the projector.
shift = result["atomic"][2] - result["orthogonalized"][2]
no_mix = scf(h_near, np.diag(np.diag(m_at)), U)[2]
assert m_at[0, 1] > 0 and shift > 0 or shift < 0 and m_at[0, 1] > 0
assert abs(no_mix - result["orthogonalized"][2]) < 0.5 * abs(shift)

# Projectors outside the space lose weight in a filled channel.
assert abs(np.trace(m_at) - 1) < 1e-12
assert np.trace(mats["diffuse"]) < 1 and np.trace(mats["sphere"]) < 1

# Tune U' to the reference gap, then ask for the stretching energy.
gap_ref = result["orthogonalized"][1]
matched, stretch, stretch_matched = {}, {}, {}
for name, m in mats.items():
    matched[name] = brentq(lambda u: scf(h_near, m, u)[1] - gap_ref, 3, 12)
    for u, store in ((U, stretch), (matched[name], stretch_matched)):
        store[name] = (scf(h_far, far["mats"][name], u)[2]
                       - scf(h_near, m, u)[2])
assert abs(matched["orthogonalized"] - U) < 1e-8
assert abs(stretch_matched["atomic"] - stretch["orthogonalized"]) > 1e-3


def projector_shift(delta=DELTA, hop=HOP, u=U, data=near):
    h = hamiltonian(delta, hop)
    return (scf(h, data["mats"]["atomic"], u)[2]
            - scf(h, data["mats"]["orthogonalized"], u)[2])


PP_HOP, HUND, TEMP = 0.6, 1.0, 300.0
feedback = U * (frozen[0]**2 - result["orthogonalized"][0])
cage = build(R_BOND, np.sqrt(3))
kt = k_boltzmann * TEMP / e_charge

print(f"bond lengths: {R_BOND} and {R_LONG} angstrom")
print(f"d-p level difference {DELTA} eV, hopping {HOP} eV, U {U} eV")
print(f"hopping in long bond: {hop_long:.4f} eV (power {HOP_POWER})")
print(f"exponents d, p, diffuse: {Z_D}, {Z_P}, {Z_DIFFUSE} 1/angstrom")
print(f"sphere radius: {R_SPHERE} angstrom")
print(f"overlap S: {near['s']:.5f} short bond, {far['s']:.5f} long bond")
print(f"overlap of diffuse projector with d: {near['b']['diffuse'][0]:.5f}, "
      f"with p: {near['b']['diffuse'][1]:.5f}")
print(f"d charge inside sphere: {near['sphere'][0, 0]:.5f}")
print(f"mixing angle alpha {np.degrees(alpha):.3f} deg, "
      f"projector tilt theta {np.degrees(theta):.3f} deg")
print(f"gap without U: {np.hypot(DELTA, 2 * HOP):.4f} eV")
for name, m in mats.items():
    n0 = frozen @ m @ frozen
    n1, gap, energy, _ = result[name]
    full = np.trace(m)
    print(f"[{name}] M_dd {m[0, 0]:.5f}, M_dp {m[0, 1]:.5f}, "
          f"M_pp {m[1, 1]:.5f}")
    print(f"  frozen state: n {n0:.4f}, correction "
          f"{correction(n0, U):.4f} eV")
    print(f"  filled channel: n {full:.4f}, correction "
          f"{correction(full, U) + 0.0:.4f} eV")
    print(f"  self-consistent: n {n1:.4f}, gap {gap:.4f} eV, "
          f"energy {energy:.4f} eV")
    print(f"  stretching energy at U = {U} eV: {stretch[name]:.4f} eV")
    print(f"  gap-matched U' {matched[name]:.4f} eV, stretching energy "
          f"{stretch_matched[name]:.4f} eV")
for name, value in misfit.items():
    print(f"largest misfit of best U' over all states, {name}: {value:.4f} eV")
print(f"energy shift atomic minus orthogonalized: {shift:.4f} eV")
print(f"  same with M_dp removed: "
      f"{no_mix - result['orthogonalized'][2]:.4f} eV")
print(f"  same with six-ligand cage: "
      f"{projector_shift(hop=np.sqrt(3) * HOP, data=cage):.4f} eV "
      f"(S {cage['s']:.4f})")
print(f"  same with ligand level raised by {PP_HOP} eV: "
      f"{projector_shift(delta=DELTA - PP_HOP):.4f} eV")
print(f"  same with d level lowered by charge feedback {feedback:.4f} eV: "
      f"{projector_shift(delta=DELTA - feedback):.4f} eV")
print(f"  same with U reduced by Hund term {HUND} eV: "
      f"{projector_shift(u=U - HUND):.4f} eV")
print(f"thermal energy at {TEMP:.0f} K: {kt:.5f} eV; "
      f"exp(-gap/2kT): {np.exp(-gap_ref / (2 * kt)):.1e}")
print("all assertions hold")
```

It prints:

```
bond lengths: 2.1 and 2.3 angstrom
d-p level difference 3.0 eV, hopping 1.3 eV, U 6.0 eV
hopping in long bond: 0.9455 eV (power 3.5)
exponents d, p, diffuse: 5.5, 3.8, 4.5 1/angstrom
sphere radius: 1.1 angstrom
overlap S: 0.06838 short bond, 0.04379 long bond
overlap of diffuse projector with d: 0.96544, with p: 0.11563
d charge inside sphere: 0.95666
mixing angle alpha 20.457 deg, projector tilt theta 1.961 deg
gap without U: 3.9699 eV
[orthogonalized] M_dd 1.00000, M_dp 0.00000, M_pp 0.00000
  frozen state: n 0.1222, correction 0.3217 eV
  filled channel: n 1.0000, correction 0.0000 eV
  self-consistent: n 0.0447, gap 6.2942 eV, energy -0.2751 eV
  stretching energy at U = 6.0 eV: 0.1279 eV
  gap-matched U' 6.0000 eV, stretching energy 0.1279 eV
[atomic] M_dd 0.99883, M_dp 0.03419, M_pp 0.00117
  frozen state: n 0.1454, correction 0.3728 eV
  filled channel: n 1.0000, correction -0.0000 eV
  self-consistent: n 0.0546, gap 6.1602 eV, energy -0.2350 eV
  stretching energy at U = 6.0 eV: 0.1077 eV
  gap-matched U' 6.3022 eV, stretching energy 0.1041 eV
[diffuse] M_dd 0.92769, M_dp 0.07968, M_pp 0.00684
  frozen state: n 0.1715, correction 0.4263 eV
  filled channel: n 0.9345, correction 0.1835 eV
  self-consistent: n 0.0710, gap 5.7995 eV, energy -0.1819 eV
  stretching energy at U = 6.0 eV: 0.0875 eV
  gap-matched U' 7.2390 eV, stretching energy 0.0698 eV
[sphere] M_dd 0.95803, M_dp -0.00356, M_pp 0.00180
  frozen state: n 0.1163, correction 0.3083 eV
  filled channel: n 0.9598, correction 0.1157 eV
  self-consistent: n 0.0452, gap 6.1908 eV, energy -0.2797 eV
  stretching energy at U = 6.0 eV: 0.1269 eV
  gap-matched U' 6.2406 eV, stretching energy 0.1245 eV
largest misfit of best U' over all states, atomic: 0.0512 eV
largest misfit of best U' over all states, diffuse: 0.2027 eV
largest misfit of best U' over all states, sphere: 0.0730 eV
energy shift atomic minus orthogonalized: 0.0401 eV
  same with M_dp removed: 0.0029 eV
  same with six-ligand cage: 0.0887 eV (S 0.1184)
  same with ligand level raised by 0.6 eV: 0.0430 eV
  same with d level lowered by charge feedback 0.4650 eV: 0.0423 eV
  same with U reduced by Hund term 1.0 eV: 0.0353 eV
thermal energy at 300 K: 0.02585 eV; exp(-gap/2kT): 1.4e-53
all assertions hold
```
